# The White-Bird exchange-correlation potential on a grid and force consistency, part 2

A gradient-corrected exchange-correlation energy is evaluated as a finite sum on a grid, and the potential has to be the gradient of that sum. Hartree atomic units are used. The density values are $n_i$, the quadrature weights $w_i>0$ are fixed, the gradient is $g_{a,i}=\sum_k (D_a)_{ik}\,n_k$ with fixed matrices $D_a$, $a=x,y,z$, and $\sigma_i=\sum_a g_{a,i}^2$. With $f$ the energy per volume,

$$E_{xc}=\sum_i w_i\, f(n_i,\sigma_i).$$

Subscripts on $f$ denote partial derivatives, and the flux is $u_{a,i}=2f_\sigma(i)\,g_{a,i}$. The White-Bird potential $v_j=w_j^{-1}\,\partial E_{xc}/\partial n_j$ is

$$v_j=f_n(j)+\frac1{w_j}\sum_a\sum_i (D_a)_{ij}\,w_i\,u_{a,i}. \tag{1}$$

On a uniform periodic grid with a central stencil, $D_a^T=-D_a$, and (1) becomes the divergence form $v=f_n-\sum_a D_au_a$. The question is when the transpose says anything more.

The expanded continuum form, with $H_{ab}=\partial_a\partial_bn$, is

$$\tilde v=f_n-2f_\sigma\nabla^2n-2f_{n\sigma}\,\sigma-4f_{\sigma\sigma}\sum_{ab}g_aH_{ab}g_b. \tag{3}$$

Below, $\tilde v$ means (3) on the grid, with $g_a=D_an$, mixed components $D_aD_bn$, and diagonal components from the fourth-order second difference (coefficients $-\tfrac52,\tfrac43,-\tfrac1{12}$ at offsets $0,\pm1,\pm2$, divided by $h^2$). A second-difference kinetic operator is $-\tfrac12$ times that stencil. For smooth $n$ and $f$, $v-\tilde v$ is expected to be $O(h^4)$.

The periodic examples use PBE, a cubic cell of side $L=6$ bohr with $N^3$ points, $h=L/N$, and the fourth-order central $D$ with coefficients $c_{\pm1}=\pm\tfrac23$, $c_{\pm2}=\mp\tfrac1{12}$, divided by $h$. The potential tests use the model density $n=0.02\exp[0.6\cos kx+0.5\cos(ky+0.3)+0.4\sin(kx+kz)]$ bohr$^{-3}$, $k=2\pi/L$. Their continuum reference is (3) with analytic derivatives. Between $24^3$ and $48^3$ points, the observed orders were $3.71$ for (1) against this reference and $3.72$ for (1) minus $\tilde v$. A program asserts the numerical checks.

**A.** Whenever the weighted difference matrix is not antisymmetric. In one dimension, with quadrature lengths $\ell_i$, (1) coincides with the divergence form built from the same $D$ exactly when $\ell_iD_{ij}=-\ell_jD_{ji}$. This fails at the ends of a bounded grid, for one-sided stencils, and for some but not all differences on non-uniform grids: the quotient $(n_{i+1}-n_{i-1})/(r_{i+1}-r_{i-1})$ with trapezoid lengths has $\ell_iD_{i,i\pm1}=\pm\tfrac12$ at any spacing and satisfies it in the interior, whereas the parabola derivative used below does not. Take a spherical density on $r_0\le r\le r_{K-1}$, with $u=2f_\sigma n'$ and $Q=4\pi r^2u$. In the continuum, integration by parts gives

$$\delta E=\int4\pi r^2\,[f_n\,\delta n+u\,\delta n']\,dr=\int4\pi r^2\Big[f_n-\frac{(r^2u)'}{r^2}\Big]\delta n\,dr+\big[Q\,\delta n\big]_{r_0}^{r_{K-1}} .$$

The bracket under the last integral is the divergence form $v_{\rm div}$, and the lower limit adds $-Q(r_0)\,\delta n(r_0)$. On the grid $w_i=4\pi r_i^2\ell_i$ with trapezoid lengths $\ell_i$, so (1) reads $w_j(v_j-f_n)=\sum_i\ell_iD_{ij}Q_i$, while $w_j(v_{\rm div}-f_n)_j=-\ell_j(DQ)_j$.

Let $D$ be the derivative of the parabola through three points, with $h_-=r_i-r_{i-1}$, $h_+=r_{i+1}-r_i=qh_-$ and $\ell_i=(h_-+h_+)/2$. Its entries are $D_{i,i+1}=h_-/[h_+(h_-+h_+)]$, $D_{i,i-1}=-h_+/[h_-(h_-+h_+)]$ and $D_{ii}=(h_+-h_-)/(h_+h_-)$. Multiplied by $\ell_i$ they become $1/(2q)$, $-q/2$ and $(q-1/q)/2$. On a geometric grid $q$ is constant, and in the interior

$$w_j(v_j-f_n)=\frac{Q_{j-1}}{2q}+\frac{q-1/q}{2}\,Q_j-\frac q2\,Q_{j+1}.$$

Expand $Q$ about $r_j$. The constant terms cancel. The linear term is $-\tfrac12h_-(1/q+q^2)Q'$, to be compared with $-\ell_jQ'=-\tfrac12h_-(1+q)Q'$, and $1/q+q^2-1-q=(q-1)^2(q+1)/q$. The quadratic term is $h_-^2Q''(1-q^4)/(4q)$. Since $q-1=h_+/r_j$, after division by $\ell_j$ both discrepancies, and the cubic terms, are $O(h^2)$. The cancellation of the constant terms used equal $q$ at neighbouring points. With this $D$, if $q$ jumps irregularly, a term proportional to $Q/\ell_j$ survives, and (1) stays the exact gradient but no longer approximates the continuum potential there.

At the lower end sum over $j\le2$. Each row of $D$ sums to zero, because a constant has zero derivative. Rows $0$ and $1$ use only points $0,1,2$ and drop out, row $2$ contributes $-D_{23}$ and row $3$ contributes $D_{32}$. The sum is $-Q_2/(2q)-qQ_3/2=-Q(r_m)+O(h^2)$ with $r_m=(r_2+r_3)/2$. The divergence form sums to a quadrature of $-\int_{r_0}^{r_m}Q'dr=Q(r_0)-Q(r_m)$. Subtracting,

$$\sum_{j\le2}w_j\,(v-v_{\rm div})_j=-4\pi r_0^2\,u(r_0)+O(h^2).$$

The transpose produces the surface term by itself. For $n=e^{-2r}/\pi$, spin-unpolarised PBE and 200 points from $0.1$ to $5.0$ bohr, the sum is $-1.1892\times10^{-3}$ Ha bohr$^3$ against $-1.1881\times10^{-3}$ from the analytic gradient, a difference of $0.09\%$ of the latter. Away from the ends $|v-v_{\rm div}|$ peaks at $1.5\times10^{-4}$ Ha, and (1) matches the finite difference at all points to $1.3\times10^{-9}$ relative to $1+|v|$ in hartree. All three comparisons are asserted.

At the first point $v=-12.86$ Ha and $v_{\rm div}=-0.88$ Ha. To leading order ($q\to1$, $Q$ constant) the one-sided entry $D_{00}=-3/(2h)$ with $\ell_0=h/2$ gives $-\tfrac34Q$, row 1 gives $-\tfrac12Q$, and dividing by $w_0=2\pi r_0^2h$ gives $-5u/(2h)$. With $u=1.1881\times10^{-3}/(4\pi\times0.01)=9.45\times10^{-3}$ Ha bohr and $h=0.1\,(50^{1/199}-1)=1.985\times10^{-3}$ bohr this is $-11.9$ Ha, against $-12.86+0.88=-11.98$ Ha. The end value grows as $1/h$: it is a surface delta function on a grid, correct as a gradient and without a pointwise limit.

**Q.** Now the forces. Show me where the choice of potential enters.

**A.** Take a uniform periodic grid with weight $w=h^3$ and one real, doubly occupied orbital with $w\sum_i\psi_i^2=1$. The valence density is $n^v=2\psi^2$. The ions are smooth charges $\rho(R)$, and a frozen core density $n^c(R)$ enters the exchange-correlation term only, through $n=n^v+n^c$. With symmetric matrices $T$ (kinetic) and $K$ (Coulomb), both independent of $R$, and $\phi=K(n^v-\rho)$,

$$E(\psi,R)=2w\sum_i\psi_i(T\psi)_i+\tfrac12w\sum_i(n^v-\rho)_i\,\phi_i+E_{xc}[n].$$

Symmetry of $T$ makes the derivative of the first term $4w(T\psi)_j$. Symmetry of $K$ cancels the $\tfrac12$, so the second has derivative $w\phi_j$ with respect to $n^v_j$, and the third has $wv_j$ by (1). With $\partial n_j^v/\partial\psi_j=4\psi_j$,

$$\frac{\partial E}{\partial\psi_j}=4w\,(\mathcal H\psi)_j,\qquad \mathcal H=T+\phi+v. \tag{4}$$

The constraint with multiplier $2\varepsilon$ contributes $-4w\varepsilon\psi_j$, so stationarity is $\mathcal H\psi=\varepsilon\psi$. Let $R$ be one coordinate of one ion and let $\psi$ follow it. The explicit dependence enters through $-\rho$ and $n^c$, and the implicit one through (4):

$$\frac{dE}{dR}=-w\sum_i\phi_i\frac{\partial\rho_i}{\partial R}+w\sum_iv_i\frac{\partial n^c_i}{\partial R}+4w\sum_i(\mathcal H\psi)_i\frac{d\psi_i}{dR}. \tag{5}$$

At self-consistency the last term is $4\varepsilon\,w\sum_i\psi_i\,d\psi_i/dR=2\varepsilon\,\frac{d}{dR}\big(w\sum_i\psi_i^2\big)=0$. Therefore

$$F\equiv w\sum_i\phi_i\frac{\partial\rho_i}{\partial R}-w\sum_iv_i\frac{\partial n_i^c}{\partial R}=-\frac{dE}{dR}$$

at any spacing. The potential matters twice, in the stationarity that removes the orbital response and in the core term. The assumptions are a converged solution that varies smoothly with $R$, fixed occupation, and $w$, $D$, $T$, $K$ independent of $R$. Atom-centred weights or stencils add their own $R$ derivatives, and atom-centred basis functions add Pulay terms; none of these is in the model below. A density cutoff that switches $f$ abruptly breaks differentiability at the points that cross it.

**Q.** And if I iterate with $\tilde v$, keep the same energy expression and use the same force formula?

**A.** Equation (5) still holds, since it is the chain rule for $E$, with $v$ evaluated from (1) on the density actually obtained. The orbital now satisfies $\tilde{\mathcal H}\psi=\tilde\varepsilon\psi$ with $\mathcal H=\tilde{\mathcal H}+(v-\tilde v)$. The $\tilde{\mathcal H}$ part vanishes by normalisation as before. The remainder is $w\sum_i(v-\tilde v)_i\,4\psi_i\,d\psi_i/dR=w\sum_i(v-\tilde v)_i\,dn^v_i/dR$. In the core term write $v=\tilde v+(v-\tilde v)$. With $\tilde F$ the force formula evaluated with $\tilde v$,

$$\tilde F+\frac{dE}{dR}=w\sum_i(v-\tilde v)_i\,\frac{dn_i}{dR}, \tag{6}$$

where $dn/dR$ is the total derivative of valence plus core density. The force error is first order in $v-\tilde v$, hence $O(h^4)$ asymptotically. The energy is affected only at second order, because the orbital shifts at first order and $E$ is stationary at the White-Bird solution; the change is positive if that solution is the minimum. Repairing $\tilde F$ through (6) would require the density response.

**Q.** How large is this in a calculation?

**A.** The model has the same cell, two Gaussian ions of charge 1 and width $0.6$ bohr at $A=(2.3,3.1,2.9)$ and $B=(3.8,3.1,2.9)$ bohr, a core of $0.3$ electrons and width $0.5$ bohr on $A$, two valence electrons, PBE and the fourth-order kinetic stencil. A width $a$ means a profile $e^{-r^2/2a^2}$, built in Fourier space without the Nyquist components. The reference $-dE/dR$ comes from reconverged energies with $A$ moved by $\pm0.001$ bohr along $x$.

At $h=0.375$ bohr, (1) gives an electrostatic part $-0.1434450$ and a core part $0.0143530$ Ha/bohr, in total, summed before rounding, $F_{Ax}=-0.1290921$ Ha/bohr ($-6.638$ eV/Å), and the reference is $-0.1290920$. The unrounded difference is $-1.5\times10^{-8}$ Ha/bohr on both grids, which suggests the $\delta^2E'''/6$ error of the central difference with step $\delta$; that attribution is a conjecture. With $\tilde v$ the parts are $-0.1435441$ and $0.0142759$, the total, summed before rounding, is $-0.1292681$ and the reference is $-0.1290922$ Ha/bohr. The gap is $-0.1292681+0.1290922=-1.759\times10^{-4}$ Ha/bohr ($-9.0\times10^{-3}$ eV/Å), $0.14\%$ of the reference, and the right side of (6), computed from densities and potentials, is $-1.759\times10^{-4}$. At $h=0.25$ bohr the gap is $-4.063\times10^{-5}$ and the overlap $-4.062\times10^{-5}$ Ha/bohr. The program asserts force consistency for (1) and identity (6) on both grids, and that the gap shrinks.

The gap falls by $4.33$, below the asymptotic $1.5^4=5.06$, an observed order of $\ln4.33/\ln1.5=3.6$. The potential orders of about $3.7$, found for a different density and finer grids, were also below four; no link between the two is tested. The energy excess of the $\tilde v$ solution is positive, as asserted, and equals $4.9\times10^{-7}$ and $2.6\times10^{-8}$ Ha. Its ratio of $19$ is close to $4.33^2=18.7$, in line with a second-order quantity.

Consistency with the grid energy does not imply closeness to the continuum force. The White-Bird force moves from $-0.1290921$ to $-0.1292105$ Ha/bohr between the grids, a change of $1.2\times10^{-4}$ Ha/bohr, of the same size as the inconsistency. The coarse-grid $\tilde F$ happens to lie nearer the fine-grid values than the coarse-grid $F$ does. What (1) secures is that $F$ is the gradient of the computed energy, so its work around a closed path in ionic positions is zero and a relaxation finds zero force where that energy is stationary.

**Q.** If the force is the gradient of the energy, the forces on the two ions must add to zero.

**A.** That needs invariance of $E$ under a rigid shift $s$ of all ions, which the grid does not have. A shift by a whole spacing permutes the grid points and leaves $E$ unchanged, so $E(s)$ has period $h$. For a fractional shift, the pointwise operations $\psi\to\psi^2$ and $(n,\sigma)\to f$ create Fourier components beyond the grid's range, which fold back with phases belonging to other wavevectors, so they do not commute with the shift. The chain rule gives $F_{Ax}+F_{Bx}=-\partial E/\partial A_x-\partial E/\partial B_x=-dE/ds$, the egg-box force. At $h=0.375$ bohr, $F_{Bx}=0.1290938$ Ha/bohr, the unrounded net force is $1.7760\times10^{-6}$ Ha/bohr and the finite difference for a rigid shift is $1.7759\times10^{-6}$ Ha/bohr. The program asserts that the net force is nonzero and that the two agree; it does not separate the contributions of the several nonlinear terms. At this position of this smooth model the egg-box force is about a hundredth of the inconsistency of $\tilde v$. The White-Bird force includes the egg-box ripple exactly, because the ripple is part of the discrete energy, and reducing it requires a change of that energy, through a finer grid or smoother fields.

## Computed results

```
periodic grid: L = 6.0 bohr, N = 16, h = 0.375 bohr, point j = (3, 5, 6)
n_j = 0.0156890 bohr^-3, sigma_j = 3.094190e-04 bohr^-8
f_n = -0.2850455 Ha, f_sigma = -0.2590130 Ha bohr^5
u_x at offsets -2,-1,+1,+2 (Ha bohr): 0.0026545 0.0056138 0.0080992 0.0057176
D^T u terms x,y,z (Ha): -0.0037377 0.0027269 0.0015061
v White-Bird = -0.2845502 Ha, finite difference = -0.2845502 Ha
v expanded = -0.2845965 Ha, continuum = -0.2845104 Ha
max error vs dE/dn, 5 points: WB 2.1e-10 Ha, expanded 7.11e-04 Ha
spin-up v (0.6 n, 0.4 n shifted 2 points): formula -0.3005093, fd -0.3005093 Ha
relative Jacobian asymmetry: WB 2.6e-08, expanded 6.75e-02
|dv/dn| WB at x offset 4: 9.5131e-02, offset 5: 0.0e+00 Ha bohr^3
checkerboard: |D| = 0.0e+00 /bohr, D2 eigenvalue = -37.9259 /bohr^2
N = 24: rms WB-cont 5.987e-05, exp-cont 9.464e-06, WB-exp 6.072e-05 Ha
N = 48: rms WB-cont 4.571e-06, exp-cont 6.094e-07, WB-exp 4.608e-06 Ha
observed orders: 3.71 3.96 3.72
radial grid K = 200, r = 0.1..5.0 bohr: max rel error vs fd 1.3e-09
first point: v = -12.8614 Ha, divergence form = -0.8783 Ha
interior max |v - v_div| = 1.49e-04 Ha
surface sum = -1.18918e-03, analytic -4 pi r0^2 u(r0) = -1.18811e-03 Ha bohr^3
ions Z = 1, width 0.6 bohr, A = [2.3 3.1 2.9], B = [3.8 3.1 2.9] bohr
core on A: 0.3 e, width 0.5 bohr; fd step 0.001 bohr
--- N = 16, h = 0.375 bohr
WB: E = -0.08149419 Ha, eps = -0.324870 Ha, n_min = 0.00154 bohr^-3
WB: F_es = -0.1434450, F_core = 0.0143530 Ha/bohr
WB: F_Ax = -0.1290921, -dE/dR = -0.1290920, diff = -1.529e-08 Ha/bohr
WB: F_Ax = -6.63818 eV/A, diff = -7.862e-07 eV/A
WB: F_Bx = 0.1290938, net = 1.7760e-06, rigid-shift fd = 1.7759e-06 Ha/bohr
expanded: E = -0.08149370 Ha, eps = -0.324909 Ha, n_min = 0.00154 bohr^-3
expanded: F_es = -0.1435441, F_core = 0.0142759 Ha/bohr
expanded: F_Ax = -0.1292681, -dE/dR = -0.1290922, diff = -1.759e-04 Ha/bohr
expanded: F_Ax = -6.64724 eV/A, diff = -9.046e-03 eV/A
overlap w sum (v - vt) dn/dR = -1.759e-04 Ha/bohr; E_exp - E_WB = 4.920e-07 Ha
--- N = 24, h = 0.25 bohr
WB: E = -0.08133061 Ha, eps = -0.324878 Ha, n_min = 0.00155 bohr^-3
WB: F_es = -0.1435472, F_core = 0.0143367 Ha/bohr
WB: F_Ax = -0.1292105, -dE/dR = -0.1292104, diff = -1.533e-08 Ha/bohr
WB: F_Ax = -6.64427 eV/A, diff = -7.883e-07 eV/A
expanded: E = -0.08133059 Ha, eps = -0.324886 Ha, n_min = 0.00155 bohr^-3
expanded: F_es = -0.1435694, F_core = 0.0143183 Ha/bohr
expanded: F_Ax = -0.1292511, -dE/dR = -0.1292104, diff = -4.063e-05 Ha/bohr
expanded: F_Ax = -6.64636 eV/A, diff = -2.089e-03 eV/A
overlap w sum (v - vt) dn/dR = -4.062e-05 Ha/bohr; E_exp - E_WB = 2.587e-08 Ha
force inconsistency ratio coarse/fine = 4.33
1 Ha/bohr = 51.42207 eV/A
```
